# Does exact Kohn-Sham theory give the gap as an eigenvalue difference?: a numerical check

```python
# Result under test: for two interacting electrons in one dimension the exact
# Kohn-Sham (KS) gap eps_L - eps_H is smaller than the fundamental gap I - A.
#   I = E(1)-E(2), A = E(2)-E(3), Delta = (I-A) - (eps_L-eps_H)
#   v(x) = -Z k/sqrt(x^2+a^2), repulsion w = k/sqrt((x-x')^2+a^2),
#   k = e^2/(4 pi eps0); H, L = occupied and first empty KS orbital.
# The interacting states are found by diagonalization on a grid. The KS
# potential is found by inverting the density. Energies in eV, lengths in nm.
# Densities are stored as site occupations, which sum to the electron number.
import numpy as np
import scipy.sparse as sp
from scipy.constants import hbar, m_e, e, epsilon_0, pi
from scipy.linalg import eigh, toeplitz
from scipy.sparse.linalg import eigsh
from types import SimpleNamespace

HBAR2_OVER_M = hbar**2 / m_e / e * 1e18      # eV nm^2
COULOMB = e / (4 * pi * epsilon_0) * 1e9     # eV nm
Z, SOFT = 4.0, 0.1                          # well charge number, softening


def pair_basis(n, sign):
    """Symmetric (+1) or antisymmetric (-1) two-particle site basis."""
    i, j = np.triu_indices(n, k=0 if sign > 0 else 1)
    weight = np.where(i == j, 0.5, 1 / np.sqrt(2))
    col = np.arange(len(i))
    P = sp.csr_matrix((np.concatenate([weight, sign * weight]),
                       (np.concatenate([i * n + j, j * n + i]),
                        np.concatenate([col, col]))), shape=(n * n, len(i)))
    return P, i, j


def solve_model(n, half_width, strength):
    """Interacting 1, 2, 3 electrons and the exact two-electron KS system."""
    x = np.linspace(-half_width, half_width, n + 2)[1:-1]
    h = x[1] - x[0]
    stencil = np.zeros(n)                    # eighth-order second derivative
    stencil[:5] = [-205 / 72, 8 / 5, -1 / 5, 8 / 315, -1 / 560]
    T = -0.5 * HBAR2_OVER_M / h**2 * toeplitz(stencil)
    v = -Z * COULOMB / np.sqrt(x**2 + SOFT**2)
    w = strength * COULOMB / np.sqrt((x[:, None] - x)**2 + SOFT**2)
    e_one, orb = eigh(T + np.diag(v))
    n1 = orb[:, 0]**2
    one, unit = sp.csr_matrix(T + np.diag(v)), sp.identity(n, format="csr")
    two = (sp.kron(one, unit) + sp.kron(unit, one)
           + sp.diags(w.ravel())).tocsr()

    P_sym, _, _ = pair_basis(n, +1)
    H_sym = (P_sym.T @ two @ P_sym).toarray()
    e_sing, c_sing = eigh(H_sym, subset_by_index=[0, 1])
    psi2 = (P_sym @ c_sing[:, 0]).reshape(n, n)
    n2 = 2 * (psi2**2).sum(axis=1)

    P_anti, i, j = pair_basis(n, -1)
    H_anti = (P_anti.T @ two @ P_anti).tocsr()
    slater = orb[i, 0] * orb[j, 1] - orb[i, 1] * orb[j, 0]
    rng = np.random.default_rng(1)
    start = slater + 1e-3 * rng.standard_normal(len(i))
    e_trip = eigsh(H_anti, k=1, which="SA", v0=start, tol=1e-12)[0][0]

    # two spin-up electrons (antisymmetric pair) and one spin-down electron
    three = (sp.kron(H_anti, unit) + sp.kron(sp.identity(len(i)), one)
             + sp.diags((w[i] + w[j]).ravel())).tocsr()
    start = np.outer(slater, orb[:, 0]).ravel()
    start = start + 1e-5 * rng.standard_normal(start.size)
    e3, c3 = eigsh(three, k=1, which="SA", v0=start, ncv=30, tol=1e-12)
    prob = (c3[:, 0]**2).reshape(len(i), n)
    pair_prob = prob.sum(axis=1)
    n3 = (prob.sum(axis=0) + np.bincount(i, pair_prob, n)
          + np.bincount(j, pair_prob, n))

    I, A = e_one[0] - e_sing[0], e_sing[0] - e3[0]
    phi = np.sqrt(n2 / 2)
    v_raw = -(T @ phi) / phi                 # KS potential with level at zero
    v_ks = v_raw - I
    e_ks, o_ks = eigh(T + np.diag(v_ks))
    gap_ks = e_ks[1] - e_ks[0]
    return SimpleNamespace(
        x=x, h=h, T=T, v=v, w=w, orb=orb, n1=n1, n2=n2, n3=n3,
        E1=e_one[0], E2=e_sing[0], E3=e3[0], I=I, A=A, v_raw=v_raw,
        v_ks=v_ks, e_ks=e_ks, o_ks=o_ks, gap_ks=gap_ks,
        delta=I - A - gap_ks, triplet=e_trip - e_sing[0],
        singlet=e_sing[1] - e_sing[0])


def direct_exchange(w, p, q):
    """Coulomb integral J and exchange integral K of two orbitals."""
    return p**2 @ w @ q**2, (p * q) @ w @ (p * q)


def invert_ensemble(T, target, omega, v_start):
    """Potential whose orbitals, filled 2 and omega, give the target density."""
    def evaluate(pot):
        lev, orb = eigh(T + np.diag(pot))
        dens = 2 * orb[:, 0]**2 + omega * orb[:, 1]**2
        return lev, orb, dens, np.log(dens / target)

    pot = v_start.copy()
    lev, orb, dens, res = evaluate(pot)
    for _ in range(80):
        if np.linalg.norm(res) < 1e-8:
            break
        chi = np.zeros_like(T)
        for p, occ in ((0, 2.0), (1, omega)):
            inverse = np.zeros(len(lev))
            other = np.arange(len(lev)) != p
            inverse[other] = 1 / (lev[p] - lev[other])
            chi += (2 * occ * np.outer(orb[:, p], orb[:, p])
                    * ((orb * inverse) @ orb.T))
        matrix = np.vstack([chi / dens[:, None], np.ones(len(lev)) / len(lev)])
        step = np.linalg.lstsq(matrix, np.append(-res, 0.0), rcond=None)[0]
        step = 0.5 * (step + step[::-1])
        t = min(1.0, 10.0 / np.max(np.abs(step)))
        for _ in range(8):
            t_used = t
            trial = evaluate(pot + t_used * step)
            if np.linalg.norm(trial[3]) < np.linalg.norm(res):
                break
            t /= 2
        pot = pot + t_used * step
        lev, orb, dens, res = trial
    filled_share = 2 * orb[:, 0]**2 / dens   # part of the doubly filled orbital
    return pot, lev, filled_share, np.max(np.abs(res))


# ---- main model, and a second grid that is finer and in a narrower box
HALF_WIDTH = 0.90
m = solve_model(61, HALF_WIDTH, 1.0)
check = solve_model(57, 0.75, 1.0)
grid_change = max(abs(m.I - check.I), abs(m.A - check.A),
                  abs(m.gap_ks - check.gap_ks))
assert grid_change < 0.02, grid_change
assert abs(m.n2.sum() - 2) < 1e-10 and abs(m.n3.sum() - 3) < 1e-10

# the inverted orbital is the lowest state and returns the density
assert abs(m.e_ks[0] + m.I) < 1e-6
assert np.max(np.abs(2 * m.o_ks[:, 0]**2 - m.n2)) < 1e-8

# occupied level when the constant is fixed by the far tail alone
far = np.argmin(np.abs(m.x - 0.75))
mid = np.argmin(np.abs(m.x - 0.60))
homo_tail = m.v[far] + (m.w @ m.n1)[far] - m.v_raw[far]
assert abs(homo_tail + m.I) < 0.1, (homo_tail, m.I)

# the central claim
assert m.A > 0 and m.delta > 100 * grid_change, (m.delta, grid_change)
assert m.gap_ks < m.I - m.A
J_full, K_full = direct_exchange(m.w, m.o_ks[:, 0], m.o_ks[:, 1])
assert abs(m.gap_ks - m.triplet) < m.delta / 2
assert abs(m.gap_ks - m.singlet) < m.delta / 2

# ---- weak repulsion: exact solutions against first-order formulas
WEAK = 0.002
weak = solve_model(41, 0.75, WEAK)
J_weak, K_weak = direct_exchange(weak.w, weak.orb[:, 0], weak.orb[:, 1])
ratio_delta = weak.delta / (J_weak - K_weak)
ratio_triplet = (weak.triplet - weak.gap_ks) / K_weak
ratio_singlet = (weak.singlet - weak.gap_ks) / K_weak
assert abs(ratio_delta - 1) < 0.03
assert abs(ratio_triplet + 1) < 0.03 and abs(ratio_singlet - 1) < 0.03

# ---- just above two electrons: jump of the exact KS potential
centre = len(m.x) // 2
near = np.argmin(np.abs(m.x - 0.1))
pot = m.v + (2 / 3) * (m.w @ m.n3)
ion_repulsion = m.w @ m.n2                   # two-electron ion left behind
shifts, tail_levels, shares, worst = {}, {}, {}, 0.0
for power in np.arange(0, 5.01, 0.5):
    omega = 10.0**(-power)
    target = (1 - omega) * m.n2 + omega * m.n3
    pot, levels, share, error = invert_ensemble(m.T, target, omega, pot)
    worst = max(worst, error)
    v_ens = pot - levels[1] - m.A            # partly filled level at -A
    shifts[power] = v_ens - m.v_ks
    # level found without using A: constant fixed by the tail at each point
    tail_levels[power] = levels[1] + m.v + ion_repulsion - pot
    shares[power] = share
assert worst < 1e-4, worst
tail_report = [(p, tail_levels[p][mid], tail_levels[p][far],
                shares[p][mid], shares[p][far]) for p in (1.0, 2.0, 3.0)]
for power in (1.0, 2.0, 3.0):
    assert abs(tail_levels[power][far] + m.A) < 0.2, (m.A, tail_report)
# the doubly filled orbital disturbs the tail for small omega, less further out
assert shares[3.0][mid] > shares[1.0][mid], tail_report
assert shares[3.0][far] < shares[3.0][mid], tail_report
assert (abs(tail_levels[3.0][far] + m.A)
        < abs(tail_levels[3.0][mid] + m.A)), (m.A, tail_report)

deviation = {p: abs(s[centre] - m.delta) for p, s in shifts.items()}
assert deviation[5.0] < deviation[3.0], deviation
assert deviation[5.0] < 0.05 * m.delta, deviation
assert abs(shifts[5.0][near] - m.delta) < 0.05 * m.delta, shifts[5.0][near]
assert shifts[3.0][far] < 0.6 * m.delta, shifts[3.0][far]

# ---- just below two electrons: no jump
OMEGA_BELOW = 1e-3
n_below = (1 - OMEGA_BELOW) * m.n2 + OMEGA_BELOW * m.n1
phi_below = np.sqrt(n_below / (2 - OMEGA_BELOW))
v_below = -m.I - (m.T @ phi_below) / phi_below
shift_below = v_below[centre] - m.v_ks[centre]
assert abs(shift_below) < 0.1, shift_below

print(f"hbar^2/m = {HBAR2_OVER_M:.6f} eV nm^2")
print(f"k = e^2/(4 pi eps0) = {COULOMB:.6f} eV nm")
print(f"well charge number Z = {Z:.0f}, softening a = {SOFT:.2f} nm")
print(f"walls at +-{HALF_WIDTH:.2f} nm, {len(m.x)} points, "
      f"spacing {m.h:.5f} nm")
print(f"E(1) = {m.E1:.3f} eV")
print(f"E(2) = {m.E2:.3f} eV")
print(f"E(3) = {m.E3:.3f} eV")
print(f"I = E(1)-E(2) = {m.I:.3f} eV")
print(f"A = E(2)-E(3) = {m.A:.3f} eV")
print(f"fundamental gap I-A = {m.I - m.A:.3f} eV"
      f" = {(m.I - m.A) * e:.4e} J")
print(f"KS occupied level eps_H = {m.e_ks[0]:.3f} eV")
print(f"eps_H with constant from tail at x = {m.x[far]:.3f} nm: "
      f"{homo_tail:.3f} eV")
print(f"KS first empty level eps_L = {m.e_ks[1]:.3f} eV")
print(f"KS gap eps_L-eps_H = {m.gap_ks:.3f} eV = {m.gap_ks * e:.4e} J")
print(f"Delta = {m.delta:.3f} eV = {m.delta * e:.4e} J")
print(f"KS gap / fundamental gap = {m.gap_ks / (m.I - m.A):.3f}")
print(f"largest change of I, A, KS gap on second grid = "
      f"{grid_change:.1e} eV")
print(f"J_HL with KS orbitals = {J_full:.3f} eV")
print(f"K_HL with KS orbitals = {K_full:.3f} eV")
print(f"first-order estimate J_HL-K_HL = {J_full - K_full:.3f} eV")
print(f"neutral excitation, triplet = {m.triplet:.3f} eV")
print(f"neutral excitation, singlet = {m.singlet:.3f} eV")
print(f"weak test: repulsion scaled by {WEAK}")
print(f"weak: Delta/(J-K) = {ratio_delta:.4f}")
print(f"weak: (triplet - KS gap)/K = {ratio_triplet:.4f}")
print(f"weak: (singlet - KS gap)/K = {ratio_singlet:.4f}")
print("shift of KS potential for 2+omega electrons, relative to 2:")
for power in (1.0, 2.0, 3.0, 4.0, 5.0):
    s = shifts[power]
    print(f"omega = {10.0**(-power):.0e}: at x=0 {s[centre]:.3f} eV, "
          f"at x={m.x[near]:.3f} nm {s[near]:.3f} eV")
print(f"omega = 1e-03: shift at x={m.x[far]:.3f} nm = "
      f"{shifts[3.0][far]:.3f} eV")
print("partly filled level from the tail, and density share of the")
print("doubly filled orbital at the same point:")
for power in (1.0, 2.0, 3.0):
    for point in (mid, far):
        print(f"omega = {10.0**(-power):.0e}, x = {m.x[point]:.3f} nm: "
              f"{tail_levels[power][point]:.3f} eV, "
              f"share {shares[power][point]:.1e}")
print(f"largest relative density error of inversion = {worst:.1e}")
print(f"2-omega electrons, omega = {OMEGA_BELOW:.0e}: shift at x=0 = "
      f"{shift_below:.4f} eV")
print("PASS")
```

Running it gives:

```
hbar^2/m = 0.076200 eV nm^2
k = e^2/(4 pi eps0) = 1.439965 eV nm
well charge number Z = 4, softening a = 0.10 nm
walls at +-0.90 nm, 61 points, spacing 0.02903 nm
E(1) = -48.830 eV
E(2) = -85.469 eV
E(3) = -100.829 eV
I = E(1)-E(2) = 36.639 eV
A = E(2)-E(3) = 15.360 eV
fundamental gap I-A = 21.278 eV = 3.4091e-18 J
KS occupied level eps_H = -36.639 eV
eps_H with constant from tail at x = 0.755 nm: -36.639 eV
KS first empty level eps_L = -24.221 eV
KS gap eps_L-eps_H = 12.417 eV = 1.9895e-18 J
Delta = 8.861 eV = 1.4196e-18 J
KS gap / fundamental gap = 0.584
largest change of I, A, KS gap on second grid = 7.6e-05 eV
J_HL with KS orbitals = 10.192 eV
K_HL with KS orbitals = 1.205 eV
first-order estimate J_HL-K_HL = 8.987 eV
neutral excitation, triplet = 11.388 eV
neutral excitation, singlet = 13.611 eV
weak test: repulsion scaled by 0.002
weak: Delta/(J-K) = 0.9999
weak: (triplet - KS gap)/K = -0.9998
weak: (singlet - KS gap)/K = 1.0001
shift of KS potential for 2+omega electrons, relative to 2:
omega = 1e-01: at x=0 9.311 eV, at x=0.087 nm 9.367 eV
omega = 1e-02: at x=0 8.966 eV, at x=0.087 nm 8.988 eV
omega = 1e-03: at x=0 8.876 eV, at x=0.087 nm 8.879 eV
omega = 1e-04: at x=0 8.862 eV, at x=0.087 nm 8.863 eV
omega = 1e-05: at x=0 8.861 eV, at x=0.087 nm 8.861 eV
omega = 1e-03: shift at x=0.755 nm = 1.798 eV
partly filled level from the tail, and density share of the
doubly filled orbital at the same point:
omega = 1e-01, x = 0.610 nm: -15.348 eV, share 8.9e-04
omega = 1e-01, x = 0.755 nm: -15.358 eV, share 1.0e-04
omega = 1e-02, x = 0.610 nm: -15.268 eV, share 7.2e-03
omega = 1e-02, x = 0.755 nm: -15.348 eV, share 7.9e-04
omega = 1e-03, x = 0.610 nm: -14.533 eV, share 6.6e-02
omega = 1e-03, x = 0.755 nm: -15.256 eV, share 7.5e-03
largest relative density error of inversion = 4.4e-09
2-omega electrons, omega = 1e-03: shift at x=0 = -0.0005 eV
PASS
```
